# Self-consistent orbital potential of local-scaling SIC and its quasi-self-consistent truncation: test program

```python
# Local-scaling self-interaction correction (LSIC), atomic units in the code.
# Energy: E = E_DFA - sum_spin int f(z) S, with f = z**k, z = tau_W/tau,
#   S = sum_i [ n_i u_i/2 + e_x(n_i) ],  u_i = Coulomb potential of n_i.
# Result under test: the orbital operator, with q = f'(z) S / tau, is
#   h_i = h_DFA - f (u_i + v_x(n_i))                     "scaled" (quasi version)
#         - ( Coulomb[f n_i] - f u_i ) / 2               "coulomb" (dropped)
#         + (1/2) n**(-1/2) div( q grad n**(1/2) )       "weizsaecker" (dropped)
#         - (1/2) div( q z grad )                        "tau" (dropped)
# Example: Be atom, s orbitals, local spin-density exchange only.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import minimize, root
from scipy.special import roots_legendre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CX = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)

# ---- radial spectral grid: quadrature, derivative and Coulomb matrices
NPTS, RMAX, SCALE = 200, 25.0, 1.0
x, w = roots_legendre(NPTS)
den = 1 - x + 2 * SCALE / RMAX
r = SCALE * (1 + x) / den
jac = SCALE * (2 + 2 * SCALE / RMAX) / den**2
vol = 4 * np.pi * r**2 * jac * w
leg = np.polynomial.legendre.legvander(x, NPTS)
prim = leg[:, 1:].copy()
prim[:, 1:] -= leg[:, :NPTS - 1]
prim[:, 0] += 1
cumul = prim @ (leg[:, :NPTS].T * w / 2)
coulomb = 4 * np.pi * (cumul * (jac * r**2) / r[:, None]
                       + (w - cumul) * (jac * r))
bary = (-1.0) ** np.arange(NPTS) * np.sqrt((1 - x**2) * w)
gap = x[:, None] - x[None, :] + np.eye(NPTS)
diff = bary[None, :] / bary[:, None] / gap
np.fill_diagonal(diff, 0)
np.fill_diagonal(diff, -diff.sum(1))
diff = diff / jac[:, None]


def slater(power, a):
    """Value, radial derivative and Laplacian of r**power exp(-a r)."""
    e = np.exp(-a * r)
    if power == 0:
        return np.array([e, -a * e, (a * a - 2 * a / r) * e])
    return np.array([r * e, (1 - a * r) * e, (a * a * r - 4 * a + 2 / r) * e])


SPECS = [(0, 3.0), (0, 4.0), (0, 6.0), (1, 0.85), (1, 1.3), (1, 2.2), (1, 3.5)]
basis = np.stack([slater(*s) for s in SPECS], axis=2)
basis = basis / np.sqrt(vol @ basis[0] ** 2)
ov, vec = eigh(basis[0].T @ (vol[:, None] * basis[0]))
basis = basis @ (vec / np.sqrt(ov)) @ vec.T
M = len(SPECS)


def orbitals(c):
    return basis @ c


def tau_of(orb):
    return 0.5 * (orb[1] ** 2).sum(1)


def tau_w_of(orb):
    n, dn = (orb[0] ** 2).sum(1), 2 * (orb[0] * orb[1]).sum(1)
    return dn**2 / (8 * n)


def self_density(orb):
    d = orb[0] ** 2
    return (0.5 * d * (coulomb @ d) - CX * d ** (4 / 3)).sum(1)


def correction(orb_s, orb_w, orb_t, k):
    """SIC energy of one spin; separate orbitals may feed S, tau_W, tau."""
    z = tau_w_of(orb_w) / tau_of(orb_t)
    return -vol @ (z**k * self_density(orb_s))


def energy_dfa(orb, charge, spins):
    n = (orb[0] ** 2).sum(1)
    one = vol @ (tau_of(orb) - charge * n / r - CX * n ** (4 / 3))
    return spins * one + 0.5 * vol @ (spins * n * (coulomb @ (spins * n)))


def energy(orb, charge=4, spins=2, k=1):
    return energy_dfa(orb, charge, spins) + spins * correction(orb, orb, orb, k)


def z_and_q(orb, k=1):
    z = tau_w_of(orb) / tau_of(orb)
    return z, k * z ** (k - 1) * self_density(orb) / tau_of(orb)


def operator_terms(orb, charge=4, spins=2, k=1):
    """Each part of h_i applied to psi_i, on the grid (strong form)."""
    psi, dpsi, lap = orb
    d = psi**2
    n = d.sum(1)
    z, q = z_and_q(orb, k)
    f = (z**k)[:, None]
    u = coulomb @ d
    v = -charge / r + coulomb @ (spins * n) - 4 / 3 * CX * n ** (1 / 3)
    dn = 2 * (psi * dpsi).sum(1)
    lap_n = 2 * (dpsi**2 + psi * lap).sum(1)
    s = np.sqrt(n)
    ds, lap_s = dn / (2 * s), lap_n / (2 * s) - (dn / s) ** 2 / (4 * s)
    v_w = 0.5 * (q * lap_s + (diff @ q) * ds) / s
    qz = q * z
    return {
        "dfa": -0.5 * lap + v[:, None] * psi,
        "scaled": -f * (u - 4 / 3 * CX * d ** (1 / 3)) * psi,
        "coulomb": -0.5 * (coulomb @ (f * d) - f * u) * psi,
        "weizsaecker": v_w[:, None] * psi,
        "tau": -0.5 * (qz[:, None] * lap + (diff @ qz)[:, None] * dpsi)}


def project(field):
    return basis[0].T @ (vol[:, None] * field)


QUASI = ("dfa", "scaled")
FROZEN = QUASI + ("coulomb",)
FULL = FROZEN + ("weizsaecker", "tau")

# ---- one-electron ion of charge 4: known energy -8 hartree
ion = slater(0, 4.0)[:, :, None] * np.sqrt(4.0**3 / np.pi)
self_coulomb = 0.5 * vol @ (ion[0] ** 2 * (coulomb @ ion[0] ** 2))[:, 0]
assert abs(self_coulomb - 5 * 4 / 16) < 1e-9
e_ion, e_ion_dfa = energy(ion, 4, 1), energy_dfa(ion, 4, 1)
assert abs(e_ion + 8) < 1e-8 and abs(e_ion_dfa + 8) > 1e-3
t_ion = operator_terms(ion, 4, 1)
size_w = np.sqrt(vol @ t_ion["weizsaecker"][:, 0] ** 2)
size_sum = np.sqrt(vol @ (t_ion["weizsaecker"] + t_ion["tau"])[:, 0] ** 2)
assert size_w > 1e-2 and size_sum < 1e-7 * size_w
print(f"One-electron ion Z=4: E(LSD-x) = {e_ion_dfa:.6f} hartree")
print(f"One-electron ion Z=4: E(LSIC) = {e_ion:.6f} hartree")
print(f"Ion: norm of tau_W response on psi = {size_w:.5f} hartree")
print(f"Ion: norm of tau_W + tau responses = {size_sum:.1e} hartree")

# ---- starting orbitals: uncorrected local spin-density exchange
n_mix = np.zeros(NPTS)
for _ in range(100):
    v = -4 / r + coulomb @ (2 * n_mix) - 4 / 3 * CX * n_mix ** (1 / 3)
    ham = (0.5 * basis[1].T @ (vol[:, None] * basis[1])
           + basis[0].T @ ((vol * v)[:, None] * basis[0]))
    frame = eigh(ham)[1]
    n_new = (orbitals(frame[:, :2])[0] ** 2).sum(1)
    n_mix = 0.6 * n_mix + 0.4 * n_new
c0 = frame[:, :2]
e_lsd = energy_dfa(orbitals(c0), 4, 2)

# ---- each response against a finite difference of the energy
direction = 0.2 * np.random.default_rng(3).normal(size=(M, 2))
eps = 1e-4
groups = (("S", ("scaled", "coulomb")), ("tau_W", ("weizsaecker",)),
          ("tau", ("tau",)))
for k in (1, 2):
    terms = operator_terms(orbitals(c0), k=k)
    for slot, (name, keys) in enumerate(groups):
        val = []
        for sign in (1, -1):
            args = [orbitals(c0)] * 3
            args[slot] = orbitals(c0 + sign * eps * direction)
            val.append(correction(*args, k))
        numeric = (val[0] - val[1]) / (2 * eps)
        formula = 2 * np.sum(direction * project(sum(terms[t] for t in keys)))
        assert abs(numeric - formula) < 2e-5, (k, name, numeric, formula)
        print(f"k={k}, vary {name}: difference {numeric:.6f}, "
              f"formula {formula:.6f} hartree")


# ---- orbital rotations and stationarity conditions
def turn(u, p):
    a = np.zeros((M, M))
    a[2:, :2] = p[:-1].reshape(M - 2, 2)
    a[1, 0] = p[-1]
    return u @ expm(a - a.T)


def residual(u, keys):
    terms = operator_terms(orbitals(u[:, :2]))
    g = project(sum(terms[t] for t in keys))
    return np.append((u[:, 2:].T @ g).ravel(), u[:, 0] @ g[:, 1] - u[:, 1] @ g[:, 0])


npar = 2 * (M - 2) + 1
u_min = frame
for _ in range(2):   # minimization that sees energy values only
    best = minimize(lambda p: energy(orbitals(turn(u_min, p)[:, :2])),
                    np.zeros(npar), method="BFGS", jac="3-point",
                    options={"gtol": 1e-6})
    u_min = turn(u_min, best.x)
e_min = energy(orbitals(u_min[:, :2]))
res = {name: np.abs(residual(u_min, keys)).max()
       for name, keys in (("full", FULL), ("frozen-z", FROZEN), ("quasi", QUASI))}
assert res["full"] < 5e-5
assert res["quasi"] > 10 * res["full"] and res["frozen-z"] > 10 * res["full"]
print(f"Be E(LSD-x) = {e_lsd:.6f} hartree")
print(f"Be E(LSIC), minimized from energies only = {e_min:.6f} hartree")
for name in res:
    print(f"Largest residual at that minimum, {name}: {res[name]:.1e} hartree")

# ---- self-consistent solutions of the three sets of equations
solution, e_sol = {}, {}
for name, keys in (("full", FULL), ("frozen-z", FROZEN), ("quasi", QUASI)):
    sol = root(lambda p: residual(turn(u_min, p), keys), np.zeros(npar), tol=1e-11)
    u = turn(u_min, sol.x)
    assert np.abs(residual(u, keys)).max() < 1e-7, name
    orb = orbitals(u[:, :2])
    terms = operator_terms(orb)
    lam = u[:, :2].T @ project(sum(terms[t] for t in keys))
    levels = np.linalg.eigvalsh((lam + lam.T) / 2)
    solution[name], e_sol[name] = u, energy(orb)
    print(f"{name}: E(LSIC) = {e_sol[name]:.6f}, levels {levels[0]:.5f}, "
          f"{levels[1]:.5f} hartree")
assert abs(e_sol["full"] - e_min) < 1e-6
for name in ("frozen-z", "quasi"):
    rise = e_sol[name] - e_sol["full"]
    assert rise > 0
    print(f"Energy rise, {name}: {1e3 * rise:.4f} millihartree "
          f"= {1e3 * HARTREE_EV * rise:.3f} meV")

# ---- sum rules and localization condition at the full solution
u = solution["full"]
c, orb = u[:, :2], orbitals(u[:, :2])
terms = operator_terms(orb)
expect, local = {}, {}
for t in ("coulomb", "weizsaecker", "tau"):
    lam = c.T @ project(terms[t])
    expect[t], local[t] = np.diag(lam), lam[0, 1] - lam[1, 0]
    print(f"<{t}> in orbitals 1, 2: {expect[t][0]:.6f}, {expect[t][1]:.6f} hartree; "
          f"localization {local[t]:.1e}")
assert np.abs(expect["coulomb"]).max() < 1e-6
assert abs((expect["weizsaecker"] + expect["tau"]).sum()) < 1e-5
assert np.abs(expect["weizsaecker"] + expect["tau"]).max() > 1e-4
assert max(abs(local["weizsaecker"]), abs(local["tau"])) < 1e-5
assert abs(local["coulomb"]) > 1e-4

# ---- shape of the indicator and of the dropped potentials
z, q = z_and_q(orb)
mass = 1 + q * z
assert mass.min() > 0
print(f"Smallest 1+qz = {mass.min():.4f} at r = {r[mass.argmin()]:.3f} bohr")
print("Columns: r (bohr), z, q, then potentials on orbital 2 (hartree):")
print("scaled, coulomb, weizsaecker")
for target in (0.3, 1.0, 1.5, 2.5, 5.0):
    j = np.abs(r - target).argmin()
    pots = [terms[t][j, 1] / orb[0][j, 1] for t in ("scaled", "coulomb", "weizsaecker")]
    print(f"{r[j]:.3f} {z[j]:.4f} {q[j]:.4f} " + " ".join(f"{p:.5f}" for p in pots))

# ---- tail of the correction acting on the outer orbital
mean_f = vol @ (z * orb[0][:, 1] ** 2)
j = np.abs(r - 20).argmin()
tail = r[j] * sum(terms[t][j, 1] for t in FULL if t != "dfa") / orb[0][j, 1]
tail_quasi = r[j] * terms["scaled"][j, 1] / orb[0][j, 1]
assert abs(tail + (1 + mean_f) / 2) < 5e-3 and abs(tail_quasi + 1) < 5e-3
print(f"Mean of z over orbital 2 = {mean_f:.5f}")
print(f"r times correction at r = {r[j]:.2f} bohr: full {tail:.4f}, "
      f"quasi {tail_quasi:.4f} hartree bohr")
print(f"Predicted full tail -(1+<z>)/2 = {-(1 + mean_f) / 2:.4f} hartree bohr")
print("verified")
```

It prints:

```
One-electron ion Z=4: E(LSD-x) = -7.822150 hartree
One-electron ion Z=4: E(LSIC) = -8.000000 hartree
Ion: norm of tau_W response on psi = 0.64175 hartree
Ion: norm of tau_W + tau responses = 1.2e-15 hartree
k=1, vary S: difference 0.268431, formula 0.268431 hartree
k=1, vary tau_W: difference 0.130791, formula 0.130791 hartree
k=1, vary tau: difference -0.117297, formula -0.117297 hartree
k=2, vary S: difference 0.267373, formula 0.267373 hartree
k=2, vary tau_W: difference 0.251316, formula 0.251316 hartree
k=2, vary tau: difference -0.229019, formula -0.229019 hartree
Be E(LSD-x) = -14.223253 hartree
Be E(LSIC), minimized from energies only = -14.553114 hartree
Largest residual at that minimum, full: 6.3e-08 hartree
Largest residual at that minimum, frozen-z: 2.7e-02 hartree
Largest residual at that minimum, quasi: 5.9e-02 hartree
full: E(LSIC) = -14.553114, levels -4.70670, -0.28239 hartree
frozen-z: E(LSIC) = -14.551760, levels -4.66440, -0.28920 hartree
quasi: E(LSIC) = -14.550244, levels -4.69184, -0.30062 hartree
Energy rise, frozen-z: 1.3539 millihartree = 36.842 meV
Energy rise, quasi: 2.8692 millihartree = 78.075 meV
<coulomb> in orbitals 1, 2: 0.000000, 0.000000 hartree; localization -1.3e-02
<weizsaecker> in orbitals 1, 2: -0.154235, -0.013236 hartree; localization 2.4e-17
<tau> in orbitals 1, 2: 0.143479, 0.023992 hartree; localization 4.9e-17
Smallest 1+qz = 0.9317 at r = 0.000 bohr
Columns: r (bohr), z, q, then potentials on orbital 2 (hartree):
scaled, coulomb, weizsaecker
0.304 0.9956 0.0239 -0.25404 0.06340 -0.29775
0.998 0.3426 0.0414 -0.06131 -0.08324 0.15571
1.478 0.1441 0.0329 -0.02141 -0.12550 -0.01126
2.511 0.9982 0.1239 -0.14231 0.03470 -0.03167
4.993 1.0000 0.2017 -0.13069 0.01761 0.01593
Mean of z over orbital 2 = 0.82418
r times correction at r = 19.82 bohr: full -0.9114, quasi -0.9993 hartree bohr
Predicted full tail -(1+<z>)/2 = -0.9121 hartree bohr
verified
```
